# Rayleigh's multipole method for a simple-cubic array of dielectric spheres

## 1. What a dipole formula misses

Fill 40 % of a polymer of permittivity 4 with a cubic array of spheres of permittivity 1000. The Maxwell Garnett formula, which gives each sphere a dipole and nothing else, predicts an effective permittivity of 11.84. The converged value for the same array is 12.84. At 50 % filling the formula is 31 % below the converged value, and it gives no warning of this. A direct attempt to improve it meets a second difficulty: the dipole sum over the lattice depends on the order of summation. Rayleigh's method supplies the missing multipoles, and a periodic formulation fixes the sum.

The spheres have radius $a$ and permittivity $\varepsilon_i$, the host has $\varepsilon_m$, and $\kappa=\varepsilon_i/\varepsilon_m>1$. Both materials are linear, isotropic, lossless and static. The lattice constant is $L=1$ until the numerical example, so the filling is $f=4\pi a^3/3$. The spheres do not overlap. The mean field $E_0$ points along $z$. Potentials use the Gaussian form, in which a unit charge in the host gives $1/r$; this choice cancels from the permittivity ratio.

## 2. One sphere

Outside the central sphere, a component of order $l$ is $(Ar^l+Br^{-l-1})Y$; inside it is $Cr^lY$. Continuity of potential and of normal displacement at $r=a$ gives

$$C=A+Ba^{-2l-1},\qquad \kappa lC=lA-(l+1)Ba^{-2l-1}.$$

Inserting the first equation in the second, $(\kappa l+l+1)Ba^{-2l-1}=-l(\kappa-1)A$, or

$$B=-T_la^{2l+1}A,\qquad T_l=\frac{l(\kappa-1)}{l\kappa+l+1}. \tag{1}$$

The potential is odd under $z\to-z$ and even under the lateral reflections, so $l$ is odd. Fourfold symmetry about $z$ restricts $m$ to multiples of 4.

## 3. The field of all the other spheres

Define the solid harmonics, without an extra phase in $P_l^m$ for $m\ge0$,

$$R_{lm}=\frac{r^lP_l^me^{im\phi}}{(l+m)!},\qquad I_{lm}=\frac{(l-m)!\,P_l^me^{im\phi}}{r^{l+1}} .$$

Negative orders are defined by $R_{l,-m}=(-1)^mR^*_{lm}$ and $I_{l,-m}=(-1)^mI^*_{lm}$; for even $m$ this is complex conjugation, and for odd $m$, which occurs in the sum (2), the sign is needed. Near the $z$ axis $I_{lm}\simeq(l+m)!\,\rho^me^{im\phi}/(2^mm!\,z^{l+m+1})$, with $\rho$ the distance from the axis. Hence $-\partial_zI_{lm}=I_{l+1,m}$: both sides are harmonic, with the same degree and azimuthal dependence, and their factors agree near the axis. Similarly $I_{mm}=(-\partial_x-i\partial_y)^m(1/r)$. Every $I_{lm}$ is therefore $D_{lm}(1/r)$, where $D_{lm}$ is a product of $l$ first derivatives. On harmonic functions $(\partial_x+i\partial_y)(\partial_x-i\partial_y)=-\partial_z^2$, so $D_{lm}D_{l'm'}=D_{l+l',m+m'}$.

Apply $D_{lm}$, acting on $\mathbf r$, to the Legendre expansion $1/|\mathbf R-\mathbf r|=\sum R^*_{l'm'}(\mathbf r)I_{l'm'}(\mathbf R)$. A derivative with respect to $\mathbf r$ is minus one with respect to $\mathbf R$, so

$$I_{lm}(\mathbf r-\mathbf R)=(-1)^l\sum_{l'm'}R^*_{l'm'}(\mathbf r)\,I_{l+l',m+m'}(\mathbf R). \tag{2}$$

Let every sphere carry multipoles $b_{lm}I_{lm}$, with $b_{l,-m}=b_{lm}$ real, and let $S_{LM}=\sum_{\mathbf R\ne0}I_{LM}(\mathbf R)$. Since $l$ is odd, the coefficient of $R_{lm}$ in the regular potential at the central sphere is

$$\alpha_{lm}=-E_0\delta_{l1}\delta_{m0}-\sum_{l'm'}S_{l+l',m-m'}b_{l'm'}. \tag{3}$$

**The dipole sum.** For $L\ge4$ the sums converge absolutely, but $S_{20}$ does not. Use the periodic Green function with a neutralizing background,

$$\nabla^2G=-4\pi\Big(\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-1\Big),\quad G=\frac1r+g_0+\frac{2\pi}{3}r^2+\text{(harmonics of degree}\ge4).$$

The quadratic term is right because $\nabla^2r^2=6$. A dipole lattice gives $-\partial_zG=z/r^3-(4\pi/3)z+\dots$; comparison with (3) yields $S_{20}=4\pi/3$. Higher multipoles involve at least three derivatives and do not feel the background. Now $V=-E_0z$ plus a periodic function, so the drop across a cell is exactly $E_0$, which identifies $E_0$ as the mean field.

The same number follows from summing first along infinite columns parallel to the field. Such columns have no end charges at finite distance and so no depolarizing field. This sum gives 4.18879, in agreement with $4\pi/3$.

**The other sums.** Let $H_L=r^{2L+1}I_{LM}$, a harmonic polynomial. Write

$$\frac{H_L(\mathbf R)}{R^{2L+1}}=\frac{1}{\Gamma(L+\frac12)}\int_0^\infty t^{L-1/2}H_L(\mathbf R)e^{-tR^2}dt$$

and split at $t=\pi$. The upper part converges rapidly in $\mathbf R$. In the lower part, $H_L(\mathbf r)e^{-tr^2}=H_L(-\nabla/2t)e^{-tr^2}$, because corrections contain $\nabla^2H_L=0$. Its Fourier transform is thus $(\pi/t)^{3/2}(-i)^LH_L(\mathbf k)(2t)^{-L}e^{-k^2/4t}$. Poisson summation leaves the integral $\int_0^\pi t^{-2}e^{-k^2/4t}dt=(4/k^2)e^{-k^2/4\pi}$. For even $L\ge4$,

$$S_{LM}=\sum_{\mathbf R\ne0}\frac{H_L(\mathbf R)}{R^{2L+1}}Q(L+\tfrac12,\pi R^2)+\frac{4\pi^{3/2}(-1)^{L/2}}{2^L\Gamma(L+\frac12)}\sum_{\mathbf k\ne0}\frac{H_L(\mathbf k)}{k^2}e^{-k^2/4\pi}, \tag{4}$$

where $Q$ is the normalized upper incomplete Gamma function and $\mathbf k=2\pi\mathbf n$, with $\mathbf n$ an integer vector.

## 4. The linear system and the permittivity

In the present normalization $B=b_{lm}(l-m)!$ and $A=\alpha_{lm}/(l+m)!$. Equations (1) and (3) become

$$\frac{b_{lm}(l-m)!(l+m)!}{T_la^{2l+1}}-\sum_{l'm'}S_{l+l',m-m'}b_{l'm'}=E_0\delta_{l1}\delta_{m0}.$$

Set $N_{lm}=\sqrt{(l-m)!(l+m)!}$ and $x_{lm}=b_{lm}N_{lm}/a^{l+1/2}$, and multiply the equation by $a^{l+1/2}/N_{lm}$:

$$Mx=E_0a^{3/2}e_{10},\quad M=\mathrm{diag}(1/T_l)-U,\quad U_{lm,l'm'}=\frac{a^{l+l'+1}S_{l+l',m-m'}}{N_{lm}N_{l'm'}}. \tag{5}$$

The vector $e_{10}$ selects $l=1,m=0$.

To find the mean displacement $\bar D$, use $\nabla\cdot(z\mathbf D)=D_z$. Integration over the unit cell gives $\bar D/\varepsilon_m=-\oint z\,\partial_nV\,dS$, since the cell boundary lies in the host. The potential drop gives $\oint Vn_z\,dS=-E_0$. Therefore

$$\oint_{\rm cell}(z\,\partial_nV-Vn_z)\,dS=-\bar D/\varepsilon_m+E_0 .$$

Both $z$ and $V$ are harmonic between the cell boundary and the sphere, so the integral may be moved to $r=a$. Orthogonality selects $l=1$. The part $Ar\cos\theta$ cancels; the part $B_1\cos\theta/r^2$ gives $-3B_1\int\cos^2\theta\,d\Omega=-4\pi B_1$. Hence $\bar D/\varepsilon_m=E_0+4\pi B_1$. With $B_1=b_{10}=a^{3/2}x_{10}$,

$$\boxed{\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=1+4\pi a^3(M^{-1})_{10,10}=1+3f\,(M^{-1})_{10,10}} \tag{6}$$

The algorithm is short: tabulate $S_{LM}$ to $L=2l_{\max}$, assemble $M$, solve one symmetric system and raise $l_{\max}$. Combining $m$ with $-m$ nearly halves the matrix. Factorials should be combined as logarithms, because separately they overflow.

## 5. Truncation gives a lower bound

Place surface charges on the spheres that produce the multipoles $b_{lm}$, with $E_0=0$. The jump of the normal field gives the charge density

$$\sigma=\sum\frac{2l+1}{4\pi}\,b_{lm}(l-m)!\,a^{-l-2}P_l^me^{im\phi}.$$

The surface potential has coefficients $b_{lm}(l-m)!a^{-l-1}+\alpha_{lm}a^l/(l+m)!$. With $\int|P_l^me^{im\phi}|^2d\Omega=4\pi(l+m)!/[(2l+1)(l-m)!]$, the energy per cell is

$$\frac12\oint\sigma V\,dS=\frac12\sum\left(\frac{b_{lm}^2N_{lm}^2}{a^{2l+1}}+b_{lm}\alpha_{lm}\right)=\frac12x^T(I-U)x .$$

It equals $\int|\nabla V|^2/8\pi$ and is positive for any nonzero charge. Moreover

$$\frac1{T_l}=1+\frac{2+1/l}{\kappa-1}>1,$$

so $M$ is positive definite. Then, with $u=e_{10}$,

$$u^TM^{-1}u=\max_y\,(2u^Ty-y^TMy). \tag{7}$$

Truncation restricts $y$ to a subspace. The computed permittivity therefore rises monotonically with $l_{\max}$ and remains a lower bound, apart from rounding.

If $x$ is now the full maximizer, a trial vector $y$ misses the maximum by $(x-y)^TM(x-y)$, as completing the square shows. The truncated solution does at least as well as $x$ cut off at $l_{\max}$, so its error is at most quadratic in the discarded tail.

## 6. Low filling

With $l_{\max}=1$, $U=a^3S_{20}=f$, and (6) becomes

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=1+\frac{3f}{1/T_1-f},\qquad T_1=\frac{\kappa-1}{\kappa+2}, \tag{8}$$

which is exactly Maxwell Garnett. Next keep $l=3$, for which $m=0$ alone is allowed. Eliminating its amplitude replaces the denominator by

$$\frac1{T_1}-f-\frac{U_{13}^2}{1/T_3-U_{33}} .$$

Here $S_{40}=4!\,\sigma_4$ with $\sigma_4=\sum_{\mathbf R\ne0}P_4(\cos\theta)/R^5$. Since $N_{10}=1$ and $N_{30}=3!$, $U_{13}=4\sigma_4a^5$. Direct summation and (4) both give $\sigma_4=3.1082$. Because $U_{33}\propto a^7\propto f^{7/3}$, it may be dropped at leading order:

$$\frac{\Delta\varepsilon}{\varepsilon_m}\simeq\frac{3c\,T_3f^{13/3}}{(1/T_1-f)^2},\qquad c=\frac{16\sigma_4^2}{(4\pi/3)^{10/3}}=1.3047. \tag{9}$$

At $f=0.02$ and $\kappa=250$ the full solution differs from Maxwell Garnett by $1.7119\times10^{-7}$ in units of $\varepsilon_m$; (9) gives $1.7113\times10^{-7}$. The high power of $f$ explains why the dipole formula is good at low filling. It does not account for the whole failure at high filling: for $\kappa=250$ and $f=0.50$, (9) gives less than half of the difference in the table below, and the rest comes from the terms omitted in (9). For $\kappa=250$:

| $f$ | $\varepsilon_{\rm eff}$ | Maxwell Garnett | its error |
|---|---|---|---|
| 0.10 | 5.317 | 5.316 | −0.016 % |
| 0.20 | 6.978 | 6.955 | −0.32 % |
| 0.30 | 9.236 | 9.056 | −1.95 % |
| 0.40 | 12.837 | 11.843 | −7.75 % |
| 0.50 | 22.636 | 15.718 | −30.6 % |

Errors are relative to the multipole result, with $\varepsilon_m=4$.

## 7. Near contact

For conducting spheres, a charge at distance $s$ from a centre has an image at $a^2/s$. Repeated reflection between neighbours maps an image at distance $p$ from its own centre to $p'=a^2/(1-p)$. The stable fixed point is $p=(1-\sqrt{1-4a^2})/2$. With $\cosh\mu=1/(2a)$ this is $p=(1-\tanh\mu)/2=ae^{-\mu}$. A charge there has $l$th multipole proportional to $p^l$, so $x_{l0}$ falls as $(p/a)^l=e^{-\mu l}$, up to a power of $l$. The quadratic error of Section 5 suggests

$$\text{truncation error}\sim e^{-2\mu l_{\max}}\times\text{a power of }l_{\max}. \tag{10}$$

This is an asymptotic estimate. Its use for finite $\kappa$ assumes that the outermost images accumulate at the same point. For conductors with gap $0.05$ the measured decay rate per unit $l$ is 0.679, against $2\mu=0.646$. For $\kappa=250$ and $f=0.40$ it is 0.921, against 0.860. Both agree within the 25 % allowed for the unknown power; that this power causes the excess is a conjecture.

For a small gap $h$, $\cosh\mu=1/(1-h)$ gives $\mu\simeq\sqrt{2h}$. For conductors the order needed for a fixed accuracy thus grows roughly as $h^{-1/2}$. At finite $\kappa$ this growth holds only down to some small gap and then levels off, because the permittivity at contact is finite and the truncated values still converge to it, though slowly. With $\kappa=250$ and $\varepsilon_m=4$:

| gap$/L$ | $l_{\max}=21$ | 41 | 81 |
|---|---|---|---|
| 0.020 | 21.109 | 21.110 | 21.110 |
| 0.005 | 28.535 | 28.662 | 28.664 |
| 0 | 37.01 | 41.20 | 44.15 |

At contact $\mu=0$ and exponential convergence is lost. The last entry is a lower bound, still rising, and must not be read as the permittivity. The true value is finite: a uniform trial field in the minimum-energy principle gives $\varepsilon_{\rm eff}\le f\varepsilon_i+(1-f)\varepsilon_m$, about 526 here. This bound is far too loose to serve as an estimate.

Perfect conductors behave differently. At distance $\rho$ from the axis their separation is $h+\rho^2/a$, and the potential difference is $E_0$. Out to a fixed $\rho_0$ the flux is

$$\varepsilon_mE_0\int_0^{\rho_0}\frac{2\pi\rho\,d\rho}{h+\rho^2/a}=\pi a\,\varepsilon_mE_0\ln\left(1+\frac{\rho_0^2}{ah}\right).$$

There is one gap per unit area and $a\to1/2$, hence $\varepsilon_{\rm eff}/\varepsilon_m=(\pi/2)\ln(1/h)+O(1)$. Between gaps $0.004$ and $0.002$ the multipole solution has slope 1.574, compared with $\pi/2=1.571$.

## 8. Tests without lattice sums

Two solutions of the cell problem test the whole chain. In the first, a finite-volume grid solves $\nabla\cdot(\varepsilon\nabla V)=0$ directly for $f=0.45$, $\kappa=10$. With 20 and 40 cells per half-edge it gives 2.7055 and 2.6976. If the leading error is linear in the cell size, the extrapolated value is $2(2.6976)-2.7055=2.6897$. Rayleigh's method gives 2.6897; Maxwell Garnett gives 2.5283. The test allowed 1.5 %, so the closer agreement should not be taken as the accuracy of the grid.

The second solution expands the potential about one sphere and fits the symmetry conditions on the cell faces by least squares. For $f=0.30$, $\kappa=50$ it gives 2.220142, against 2.220143 from (6). It shares the single-sphere relation (1) and the dipole formula, but uses neither the addition theorem nor the lattice sums.

## 9. Example: ceramic spheres in a polymer

Take radius 50 nm, $\varepsilon_i=1000$, $\varepsilon_m=4$ and $f=0.40$. These are rough values in the regime of barium titanate in epoxy. Then $a/L=(3f/4\pi)^{1/3}=0.45708$, so $L=50/0.45708=109.39$ nm and the gap is 9.39 nm.

By hand, $1/T_1=252/249=1.01205$, and (8) gives

$$\varepsilon_{\rm MG}=4\left(1+\frac{1.2}{1.01205-0.4}\right)=11.84 .$$

The $l=3$ term without $U_{33}$ subtracts $cT_3f^{10/3}=1.3047\times0.9907\times0.04716=0.0610$ from the denominator, which gives 12.71. The truncated systems give

| $l_{\max}$ | 1 | 3 | 5 | 7 | 11 | 21 |
|---|---|---|---|---|---|---|
| $\varepsilon_{\rm eff}$ | 11.8425 | 12.7581 | 12.8155 | 12.8347 | 12.8372 | 12.8373 |

From $l_{\max}=31$ to 41 the shift is $8\times10^{-13}$. The model result is $\varepsilon_{\rm eff}=12.84$, or $3.21\,\varepsilon_m$. Order 7 already lies within 0.02 % of it.

**Local field.** On the axis just outside a pole, (1) gives

$$E_r=\sum_lB_{l0}a^{-l-2}\left(l+1+\frac{l}{T_l}\right)=\frac{\kappa}{\kappa-1}\,a^{-3/2}\sum_l(2l+1)x_{l0}, \tag{11}$$

because $(l+1)(\kappa-1)+l\kappa+l+1=(2l+1)\kappa$. The result is $12.06E_0$. A mean field of 0.1 MV/cm becomes 1.21 MV/cm in the host at the pole and, after division by $\kappa$, 4.8 kV/cm inside the sphere. If the host fails locally at 2 MV/cm, a rough assumed strength, the pole reaches that level at a mean field of 0.17 MV/cm. This is a local threshold in an ideal array, not a predicted breakdown field of a composite.

**What the model neglects.** Each change below is relative to 12.84, with the other inputs fixed.

- Barium titanate is anisotropic, nonlinear and temperature dependent. Taking $\varepsilon_i=200$ or 4000 changes the result by −6.0 % or +1.2 %. The minimum-energy principle makes $\varepsilon_{\rm eff}$ increase with the local permittivity, so these values bracket any reversible response whose local permittivity stays in that range. Barium titanate does not always stay in it: along the polar axis a single domain has roughly 130 to 170 when free and about 60 when clamped, and near the Curie point values of order $10^4$ occur. Taking $\varepsilon_i=130$, 60 or $10^4$ changes the result by −9.6 %, −19 % or +1.5 %. Hysteresis is not covered, and an internal field of several kV/cm may be enough to matter in a ferroelectric.
- For a surface layer of permittivity $\varepsilon_s$ and inner radius $a_{\rm in}$, replace $\kappa$ in $T_l$ by $\kappa_l=(\varepsilon_s/\varepsilon_m)[l+(l+1)tq]/[l(1-tq)]$. Here $q=(a_{\rm in}/a)^{2l+1}$ and $t$ is $T_l$ for core against layer. A uniform sphere with this permittivity ratio has the same ratio of normal displacement to potential at $r=a$, for order $l$, as the coated one. A 2 nm layer with $\varepsilon_s=30$ lowers the result by 2.5 %.
- Raising $\varepsilon_m$ by 10 % raises it by 9.8 %: at this contrast the host nearly sets the scale.
- If the spheres conduct with $\sigma_i=10^{-9}$ S/m in an insulating host, the isolated-sphere dipole relaxes where $\varepsilon_i+2\varepsilon_m$ equals $\sigma_i/(\omega\varepsilon_0)$ in magnitude. This gives 0.018 Hz. Far above it the spheres act as the lossless dielectric assumed here. Far below it they act as perfect conductors, for which (6) with $\kappa\to\infty$ gives 13.05, only 1.7 % higher: at this contrast the permittivity is already close to its conducting limit.

Real dispersions are not regularly spaced, and of the changes tried here a change of spacing has the largest effect. At fixed filling, shortening the spacing along the field to 0.95 of the cubic value, with the lateral spacing expanded, raises the permittivity by 23 %. Lengthening it to 1.05 lowers it by 11 %. These tetragonal arrays measure sensitivity to the gaps; they do not represent random packing, clusters or voids. For a real composite of this kind, 12.84 is therefore a reference for an ideal geometry, and its later digits describe numerical convergence rather than the material. The numerical output follows.

## Computed values

```
dipole sum by columns 4.18879, 4 pi/3 = 4.18879
sigma4 direct 3.10823, split sum 3.10823
f=0.45 kappa=10: finite volume n=20 2.7055, n=40 2.6976
  extrapolated 2.6897, Rayleigh 2.6897, Maxwell Garnett 2.5283
f=0.30 kappa=50: face conditions 2.220142, Rayleigh 2.220143
Example: radius 50 nm, eps_i 1000, eps_m 4, f 0.40, kappa 250
lattice constant 109.39 nm, gap 9.39 nm, a/L 0.45708
  lmax  1: eps_eff 11.8425197
  lmax  3: eps_eff 12.7580847
  lmax  5: eps_eff 12.8155363
  lmax  7: eps_eff 12.8347221
  lmax 11: eps_eff 12.8372080
  lmax 15: eps_eff 12.8372704
  lmax 21: eps_eff 12.8372719
  lmax 31: eps_eff 12.8372720
  lmax 41: eps_eff 12.8372720
shift of eps_eff from lmax 31 to 41: 8.4e-13
coefficient c of f^(10/3): 1.3047
f=0.02: (Rayleigh-MG)/eps_m 1.7119e-07, leading law 1.7113e-07
  f 0.05: Rayleigh 4.6237, MG 4.6237, MG error -0.001 %
  f 0.10: Rayleigh 5.3166, MG 5.3157, MG error -0.016 %
  f 0.20: Rayleigh 6.9781, MG 6.9555, MG error -0.324 %
  f 0.30: Rayleigh 9.2363, MG 9.0558, MG error -1.953 %
  f 0.40: Rayleigh 12.8373, MG 11.8425, MG error -7.749 %
  f 0.50: Rayleigh 22.6361, MG 15.7176, MG error -30.564 %
example: error decay per unit l 0.921, 2 mu 0.860
conductor, gap 0.05 L: error decay per unit l 0.679, 2 mu 0.646
near contact, kappa of the example: eps_eff at lmax 21, 41, 81
  gap/L 0.020: 21.1089 21.1096 21.1096
  gap/L 0.005: 28.5354 28.6621 28.6638
  gap/L 0.000: 37.0062 41.1973 44.1506
conductors: slope in ln(1/gap) 1.5741, pi/2 = 1.5708
potential at face centre -0.5000000 (units of E0 L)
pole field/mean field 12.056; at 0.1 MV/cm: gap side 1.206 MV/cm, inside 4.82 kV/cm
rough host strength 2 MV/cm reached at mean field 0.166 MV/cm
eps_i 200: eps_eff 12.065 (-6.02 %)
eps_i 4000: eps_eff 12.996 (+1.24 %)
surface layer 2 nm, eps 30: eps_eff 12.517 (-2.49 %)
host eps 4.4: eps_eff 14.098 (+9.82 %)
spacing along field x 0.95, same f: eps_eff 15.783 (+22.95 %)
spacing along field x 1.05, same f: eps_eff 11.458 (-10.75 %)
sphere conductivity 1e-09 S/m: isolated-sphere interfacial relaxation 0.018 Hz
Main result: eps_eff 12.8373, eps_eff/eps_m 3.2093
```
